# The Nonadiabatic Marcus Rate from a Gaussian Energy Gap

## A special case: gaps spread evenly around zero

An electron sits on a donor. Let D be the electronic state with the electron on the donor and A the state with the electron on the acceptor. At fixed nuclear positions $q$ these diabatic states have energies $E_D(q)$ and $E_A(q)$, and a constant real coupling $H$ connects them. The gap is

$$X(q)=E_A(q)-E_D(q).$$

First freeze the nuclei. Write the electronic state as $c_D e^{-iE_Dt/\hbar}|D\rangle+c_A e^{-iE_At/\hbar}|A\rangle$. The Schrödinger equation gives $i\hbar\dot c_A=He^{iXt/\hbar}c_D$. Start in D and, for weak coupling, set $c_D=1$ on the right:

$$c_A(t)=-\frac{iH}{\hbar}\int_0^t e^{iXs/\hbar}ds=-\frac{H}{X}\left(e^{iXt/\hbar}-1\right).$$

Since $|e^{i\theta}-1|^2=4\sin^2(\theta/2)$, the transfer probability is

$$P_X(t)=\frac{4H^2}{X^2}\sin^2\frac{Xt}{2\hbar},\qquad \frac{dP_X}{dt}=\frac{2H^2}{\hbar}\,\frac{\sin(Xt/\hbar)}{X}. \tag{1}$$

One frozen gap gives an oscillation, not a rate. Now take many copies of the system, with gaps spread evenly over $-W/2<X<W/2$, so that the probability density is $1/W$. With $u=Xt/\hbar$, the average growth is

$$\frac{d\bar P}{dt}=\frac{2H^2}{\hbar W}\int_{-Wt/2\hbar}^{Wt/2\hbar}\frac{\sin u}{u}\,du\;\longrightarrow\;\frac{2\pi H^2}{\hbar W}\qquad (t\gg\hbar/W),$$

because the integral tends to $\pi$. The spread of gaps has turned oscillations into steady growth. What counts is the probability density at $X=0$, here $1/W$. The Marcus rate follows when the even spread is replaced by the thermal distribution of gaps.

## Theorem and assumptions

Let $p_D(X)$ be the gap density when the nuclei are in thermal equilibrium on $E_D$, and $p_A(X)$ the density for equilibrium on $E_A$. Let $\Delta G$ be the free energy of A minus that of D, $T$ the temperature and $k_B$ Boltzmann's constant. The assumptions are:

1. The nuclei are classical, and they move little during the dephasing time $\hbar/\sigma$, where $\sigma^2$ is the variance of $X$ in D. Phase coherence, once lost, does not return.
2. The coupling is weak: one passage of the gap through zero rarely transfers the electron.
3. Nuclei on D stay in thermal equilibrium, and a transferred electron is not promptly returned.
4. $H$ does not depend on $q$.
5. $p_D(X)$ is Gaussian.

**Theorem.** Under these assumptions, with $\lambda=\sigma^2/(2k_BT)$, the rate from D to A is

$$k=\frac{2\pi H^2}{\hbar\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\Delta G+\lambda)^2}{4\lambda k_BT}\right]. \tag{2}$$

At fixed $\lambda$, $T$ and $H$ it is largest at $\Delta G=-\lambda$. For $\Delta G<-\lambda$, the inverted region, a more negative $\Delta G$ makes the transfer slower.

The proof has two parts: the golden rule reduces the rate to $p_D(0)$, and statistical mechanics fixes the mean and variance of the Gaussian.

## Lemma 1: the rate is set by the density at zero gap

**Lemma 1.** For a Gaussian $p_D$ and weak coupling, $k=(2\pi/\hbar)H^2p_D(0)$.

**Proof.** Direct integration gives

$$\int_{-t}^{t}e^{-iXs/\hbar}ds=\frac{2\hbar\sin(Xt/\hbar)}{X}.$$

Insert this in (1) and average over $X$:

$$\frac{d\bar P}{dt}=\frac{H^2}{\hbar^2}\int_{-t}^{t}C(s)\,ds,\qquad C(s)=\left\langle e^{-iXs/\hbar}\right\rangle_D. \tag{3}$$

For a Gaussian with mean $m$ and variance $\sigma^2$,

$$C(s)=\exp\left(-\frac{ims}{\hbar}-\frac{\sigma^2s^2}{2\hbar^2}\right). \tag{4}$$

This function dies out after a few times $\hbar/\sigma$, so the limits in (3) may then be moved to $\pm\infty$. The identity $\int_{-\infty}^{\infty}e^{-iXs/\hbar}ds=2\pi\hbar\,\delta(X)$ gives

$$k=\frac{H^2}{\hbar^2}\,2\pi\hbar\,\langle\delta(X)\rangle_D=\frac{2\pi}{\hbar}H^2p_D(0).\qquad\blacksquare$$

**Remark on times.** The part of (3) cut off at time $t$ is of order $e^{-\sigma^2t^2/2\hbar^2}$, while the result contains $e^{-m^2/2\sigma^2}$. The first is much smaller when $\sigma t/\hbar$ is well above $|m|/\sigma$, so a rate that comes from the tail of the distribution needs a longer time to settle. For frozen nuclei there is also an upper limit, $t\ll\hbar/H$, beyond which $c_D=1$ fails. Moving nuclei lift this limit: they bring fresh gaps to zero, and by assumption 3 each new time window starts from the same distribution. The donor population then decays at the constant rate $k$.

## Lemma 2: the two gap distributions are linked

**Lemma 2.** For classical nuclei,

$$p_A(X)=p_D(X)\,e^{-(X-\Delta G)/k_BT}. \tag{5}$$

**Proof.** Let $Z_D=\int e^{-E_D/k_BT}dq$, and $Z_A$ likewise. The kinetic energy is the same in both states and cancels, so $\Delta G=-k_BT\ln(Z_A/Z_D)$. By definition

$$p_A(X)=\frac1{Z_A}\int e^{-E_A(q)/k_BT}\,\delta\big(E_A(q)-E_D(q)-X\big)\,dq.$$

The delta function allows $E_A$ to be replaced by $E_D+X$. The factor $e^{-X/k_BT}$ leaves the integral, and what remains is $Z_Dp_D(X)$. Hence $p_A=(Z_D/Z_A)\,e^{-X/k_BT}p_D$, and $Z_D/Z_A=e^{\Delta G/k_BT}$. $\blacksquare$

At $X=0$, (5) reads $p_A(0)=p_D(0)e^{\Delta G/k_BT}$. Lemma 1 applied in both directions then gives detailed balance,

$$\frac{k_{D\to A}}{k_{A\to D}}=e^{-\Delta G/k_BT}. \tag{6}$$

## Lemma 3: one energy fixes mean and variance

**Lemma 3.** If $p_D$ is Gaussian with mean $m$ and variance $\sigma^2=2\lambda k_BT$, then $p_A$ is Gaussian with the same variance, and the mean gaps are $\Delta G+\lambda$ in D and $\Delta G-\lambda$ in A.

**Proof.** By (5), the exponent of $p_A$ is

$$-\frac{(X-m)^2}{2\sigma^2}-\frac{X-\Delta G}{k_BT}.$$

Set $m'=m-\sigma^2/k_BT$. Then

$$(X-m')^2=(X-m)^2+\frac{2\sigma^2(X-m)}{k_BT}+\frac{\sigma^4}{(k_BT)^2}.$$

Divide by $2\sigma^2$ and solve for the first term of the exponent:

$$-\frac{(X-m)^2}{2\sigma^2}=-\frac{(X-m')^2}{2\sigma^2}+\frac{X-m}{k_BT}+\frac{\sigma^2}{2(k_BT)^2}.$$

In the full exponent the terms linear in $X$ cancel, leaving

$$-\frac{(X-m')^2}{2\sigma^2}+\frac{\Delta G-m}{k_BT}+\frac{\sigma^2}{2(k_BT)^2}.$$

This is a Gaussian about $m'$ with variance $\sigma^2$. Both densities carry the same factor $1/\sqrt{2\pi\sigma^2}$ and both integrate to one, so the constant terms must add to zero:

$$\Delta G=m-\frac{\sigma^2}{2k_BT}=m-\lambda.$$

Thus $m=\Delta G+\lambda$, and $m'=m-2\lambda=\Delta G-\lambda$. $\blacksquare$

## Proof of the theorem

By Lemma 3, $p_D$ has mean $\Delta G+\lambda$ and variance $2\lambda k_BT$. At $X=0$ it equals

$$p_D(0)=\frac{1}{\sqrt{2\pi\cdot2\lambda k_BT}}\exp\left[-\frac{(0-\Delta G-\lambda)^2}{2\cdot2\lambda k_BT}\right].$$

Multiplying by $2\pi H^2/\hbar$, as Lemma 1 requires, gives (2). The square root is the normalization of the gap distribution. At $\Delta G=-\lambda$ the rate is that of the opening example with $W=\sqrt{4\pi\lambda k_BT}$.

For the maximum, differentiate the logarithm of (2):

$$\frac{\partial\ln k}{\partial\Delta G}=-\frac{\Delta G+\lambda}{2\lambda k_BT}. \tag{7}$$

This is positive for $\Delta G<-\lambda$, zero at $\Delta G=-\lambda$ and negative above it. Lowering $\Delta G$ therefore speeds up the transfer until $-\lambda$ is reached and slows it down afterwards. $\blacksquare$

## What λ and the inverted region mean

**Proposition.** For harmonic surfaces with equal curvatures,

$$E_D=\tfrac12\sum_jf_jq_j^2,\qquad E_A=\Delta G+\tfrac12\sum_jf_j(q_j-d_j)^2,$$

the gap is Gaussian, and $\lambda$ is the energy released when A relaxes from the minimum of D to its own minimum.

**Proof.** The two wells have the same shape, so their partition functions differ by the offset alone, which is therefore $\Delta G$. Subtracting the surfaces cancels the squares:

$$X=\Delta G+\tfrac12\sum_jf_jd_j^2-\sum_jf_jd_jq_j.$$

In D the $q_j$ are independent Gaussians with mean zero and $\langle q_j^2\rangle=k_BT/f_j$, so $X$ is Gaussian with variance $\sum_jf_j^2d_j^2\,k_BT/f_j=k_BT\sum_jf_jd_j^2$. Dividing by $2k_BT$ gives $\lambda=\frac12\sum_jf_jd_j^2$, which is $E_A(0)-E_A(d)$. $\blacksquare$

With one coordinate, $X=\Delta G+\lambda-2\lambda q/d$. The surfaces cross at

$$\frac{q^*}{d}=\frac{\Delta G+\lambda}{2\lambda},\qquad E_D(q^*)=\tfrac12f{q^*}^2=\lambda\left(\frac{q^*}{d}\right)^2=\frac{(\Delta G+\lambda)^2}{4\lambda}.$$

The barrier in (2) is thus the energy needed to reach the crossing.

- For $-\lambda<\Delta G<\lambda$ the crossing lies between the minima, and the mean gap is positive in D and negative in A. This is the normal region.
- At $\Delta G=-\lambda$ the crossing is at the minimum of D, and no activation is needed.
- For $\Delta G<-\lambda$ the crossing lies beyond the minimum of D, on the side away from A. Both mean gaps are negative, and the nuclei must climb away from the acceptor geometry to bring the states into resonance. More driving force moves the crossing farther out.

The reverse reaction has free energy $-\Delta G$, so it is inverted for $\Delta G>\lambda$.

**When the curvatures differ.** Multiply the curvatures of A by $s$. The gap then has a quadratic part and is no longer Gaussian. Near the D minimum its slope along $q_j$ is $-sf_jd_j$, so to leading order $\sigma_D^2/(2k_BT)\approx s^2\lambda_0$, where $\lambda_0=\frac12\sum_jf_jd_j^2$. Near the A minimum the slope is $-f_jd_j$ and the fluctuations are $k_BT/(sf_j)$, which gives $\lambda_0/s$. For $s=1.2$ and $\lambda_0=0.8$ eV the estimates are 1.15 and 0.67 eV, and the computed variances agree with them. No single $\lambda$ describes both states, and (2) loses its basis.

## Worked example

Take round model parameters: $\lambda=0.8$ eV, $H=0.001$ eV and $T=300$ K, so that $k_BT=0.02585$ eV. The gap spread is

$$\sigma=\sqrt{2(0.8)(0.02585)}=0.203\ \text{eV}.$$

With $\sqrt{4\pi\lambda k_BT}=0.510$ eV, the prefactor is

$$\frac{2\pi(0.001)^2}{(6.582\times10^{-16})(0.510)}=1.87\times10^{10}\ \text{s}^{-1}.$$

At $\Delta G=-0.3$ eV the barrier is $(0.5)^2/3.2=0.0781$ eV, its Boltzmann factor is 0.0487, and the product with the prefactor, taken before rounding, is the rate $9.12\times10^8$ s⁻¹. The other cases follow in the same way:

| $\Delta G$ (eV) | barrier (eV) | $k$ (s⁻¹) |
|---|---|---|
| 0 | 0.200 | $8.18\times10^6$ |
| −0.3 | 0.0781 | $9.12\times10^8$ |
| −0.8 | 0 | $1.87\times10^{10}$ |
| −1.3 | 0.0781 | $9.12\times10^8$ |
| −1.6 | 0.200 | $8.18\times10^6$ |

The last two rows are in the inverted region. They repeat the first two because (2) depends on $(\Delta G+\lambda)^2$. In a two-coordinate harmonic model, integrating the Boltzmann weight along the line $X=0$ gives $p_D(0)$ without using its Gaussian form. The resulting rates passed a test against (2) in all five cases, and their numerical maximum lies at $-0.80$ eV.

At $\Delta G=-0.3$ eV the reverse rate is $8.32\times10^3$ s⁻¹. The ratio of forward to reverse rate is $1.10\times10^5$, which is $e^{0.3/0.02585}$, as (6) demands.

Lemma 1 was tested by solving the two-state dynamics, without perturbation theory, for a Gaussian set of frozen gaps. Between 30 and 50 fs the slope of the transferred population is $9.08\times10^8$ s⁻¹, 0.4% below the golden rule. The dephasing time is $\hbar/\sigma=3.2$ fs, so the growth has settled. Corrections to first order are of relative size $(Ht/\hbar)^2$, about 0.004 at 40 fs, which is the size of the difference.

## Two consequences of the prefactor

**Temperature.** At fixed $\Delta G$ and $\lambda$, with barrier $B=(\Delta G+\lambda)^2/4\lambda$, (2) gives $\ln k=\text{const}-\frac12\ln T-B/k_BT$. The apparent activation energy is

$$k_BT^2\frac{\partial\ln k}{\partial T}=B-\tfrac12k_BT.$$

It is 0.065 eV at $\Delta G=-0.3$ eV and $-0.013$ eV at $-0.8$ eV. Where there is no barrier, heating slows the transfer because it spreads the gaps away from zero.

**Reorganization energy.** Now fix $\Delta G<0$ and vary $\lambda$. Since $B=\Delta G^2/4\lambda+\Delta G/2+\lambda/4$, the maximum satisfies

$$-\frac1{2\lambda}+\frac1{k_BT}\left(\frac{\Delta G^2}{4\lambda^2}-\frac14\right)=0.$$

Multiplying by $4\lambda^2k_BT$ gives $\lambda^2+2k_BT\lambda-\Delta G^2=0$, with the positive root

$$\lambda^*=\sqrt{\Delta G^2+(k_BT)^2}-k_BT.$$

For $\Delta G=-0.8$ eV this is 0.775 eV, slightly below $|\Delta G|$, because a smaller $\lambda$ also narrows the distribution and raises the prefactor.

## How weak must the coupling be?

Let the gap pass through zero at constant speed, $X=vt$. The phase in the first-order amplitude is then $\int_0^tX\,dt'/\hbar=vt^2/2\hbar$. With $\left|\int_{-\infty}^{\infty}e^{iat^2}dt\right|^2=\pi/|a|$ and $a=v/2\hbar$,

$$P_{\rm pass}=\frac{H^2}{\hbar^2}\,\frac{2\pi\hbar}{|v|}=\frac{2\pi H^2}{\hbar|v|}. \tag{8}$$

Passages at speed $v$ occur at the rate $p_D(0)|v|$. Multiplied by (8), this is $(2\pi/\hbar)H^2p_D(0)$ for every speed at which (8) is small, so counting passages leads back to Lemma 1. Assumption 2 means that $P_{\rm pass}\ll1$ at typical speeds.

If all modes have frequency $\omega$, then $v$ is Gaussian with standard deviation $\omega\sigma$ and mean magnitude $\omega\sigma\sqrt{2/\pi}$. For $\hbar\omega=0.1\,k_BT$ this is $6.4\times10^{-4}$ eV/fs, and (8) gives 0.0150. Propagating the two-state equation through such a passage gives 0.0149, so the coupling is weak. The slowest passages still saturate: the exact single-passage probability is the Landau–Zener value $1-e^{-P_{\rm pass}}$, and averaging it over the thermal speeds, with passages treated as independent, lowers the rate by about 2.6%. Since (8) grows as $H^2$, a coupling ten times larger would make it exceed one. First-order theory and (2) then fail.

## How classical must the nuclei be?

Here $1/\omega=255$ fs, far longer than the 3.2 fs of dephasing, so the nuclei move little while coherence is lost. Assumption 1 also requires them to be classical, which means $\hbar\omega\ll k_BT$; here the ratio is 0.1. Quantum harmonic nuclei show how the limit is approached.

For one mode let $H_D=\hbar\omega a^\dagger a$ and $H_A=\Delta G+\hbar\omega(a^\dagger-\alpha)(a-\alpha)$, with $\lambda=\hbar\omega\alpha^2$. The rate is still $(H^2/\hbar^2)\int C\,dt$, now with $C(t)=\langle e^{iH_Dt/\hbar}e^{-iH_At/\hbar}\rangle_D$. The operator $S=e^{\alpha(a^\dagger-a)}$ shifts the oscillator, $H_A=\Delta G+SH_DS^\dagger$, so

$$C(t)=e^{-i\Delta Gt/\hbar}\langle S(t)S^\dagger\rangle_D,\qquad S(t)=e^{\alpha(a^\dagger e^{i\omega t}-ae^{-i\omega t})}.$$

Joining the exponentials by $e^Ae^B=e^{A+B}e^{[A,B]/2}$ gives the factor $e^{-i\alpha^2\sin\omega t}$ and the operator $e^{za^\dagger-z^*a}$, where $z=\alpha(e^{i\omega t}-1)$. A thermal oscillator has Gaussian statistics, so the average of this operator is $\exp[-\frac12|z|^2\coth(\hbar\omega/2k_BT)]$. With $|z|^2=2\alpha^2(1-\cos\omega t)$,

$$\ln C=-\frac{i\Delta Gt}{\hbar}-\frac{\lambda}{\hbar\omega}\left[\coth\frac{\hbar\omega}{2k_BT}(1-\cos\omega t)+i\sin\omega t\right].$$

For several modes the $\lambda$ terms add. When $\omega t$ and $\hbar\omega/k_BT$ are small, the bracket becomes $k_BT\omega t^2/\hbar+i\omega t$, which reproduces (4) with $m=\Delta G+\lambda$ and $\sigma^2=2\lambda k_BT$. The next terms, of relative order $\omega^2$, include two simple effects:

- The variance grows by the factor $1+(\hbar\omega/k_BT)^2/12$, from $\coth x\approx1/x+x/3$. Since $\partial\ln p_D(0)/\partial\sigma^2=(m^2-\sigma^2)/2\sigma^4$, this lowers the rate near the peak and raises it on both flanks, where $|m|>\sigma$.
- The cubic term of the sine gives the gap a positive third cumulant, $\kappa=\lambda(\hbar\omega)^2$, and so a longer tail towards large $X$. Expanding $C$ to first order in $\kappa$ adds $-(\kappa/6)\,p_D'''(X)$ to the Gaussian density, which multiplies $p_D(0)$ by $1+\kappa(y^3-3y)/6\sigma^3$ with $y=-m/\sigma$. For $y>\sqrt3$, well inside the inverted region, resonance lies in the long tail and the rate gains; for $y<-\sqrt3$, well inside the normal region, it loses. Closer to the peak the signs are reversed. At $\Delta G=-1.3$ and $-0.3$ eV, $y=\pm2.5$, so both points lie in the outer ranges.

For the numbers, $\lambda$ is spread over frequencies with density $\omega e^{-\omega/\omega_c}/\omega_c^2$, whose mean is $2\omega_c$. The spread also prevents the revivals of a single mode. The quantum rate divided by (2) is:

| $\Delta G$ (eV) | $\hbar\omega_c=0.1\,k_BT$ | $\hbar\omega_c=k_BT$ |
|---|---|---|
| −0.3 | 1.008 | 1.73 |
| −0.8 | 0.998 | 0.85 |
| −1.3 | 1.017 | 2.16 |

For slow modes the classical rate is good to within 2% at these three points. At half the frequency the deviations are about four times smaller, as the order $\omega^2$ requires. For $\hbar\omega_c=k_BT$ the classical symmetry about $-\lambda$ is visibly broken: the rates at $-0.3$ and $-1.3$ eV, which are equal in (2), are both enhanced, the one in the inverted region more. The inverted region survives in this model, since the rate at $-1.3$ eV is $2.16\times9.12\times10^8=1.97\times10^9$ s⁻¹, still below $0.85\times1.87\times10^{10}=1.6\times10^{10}$ s⁻¹ at $-0.8$ eV. These statements belong to the tabulated points. The maximum itself moves, to about $-0.77$ eV for $\hbar\omega_c=k_BT$, and for $\hbar\omega_c=2k_BT$ the rate at $-0.3$ eV already slightly exceeds that at $-1.3$ eV. Deeper in the inverted region the corrections grow fast: at $-1.6$ eV the quantum rate exceeds (2) by about 7% for $\hbar\omega_c=0.1\,k_BT$ and by a factor of about 17 for $\hbar\omega_c=k_BT$. Intramolecular stretching modes of real molecules, near 0.19 eV or $7k_BT$ at 300 K, violate assumption 1. When they carry part of $\lambda$, (2) can underestimate rates deep in the inverted region by more than an order of magnitude. The remaining values of the table are in the numerical output below.

## Numbers as computed

```
temperature = 300 K, kT = 0.025852 eV
hbar = 6.582120e-16 eV s
lam = 0.800 eV, H = 0.0010 eV
gap standard deviation sigma = 0.20338 eV
gap variance = 0.041363 eV^2
dG = -0.3 eV: mean gap in D = 0.5000 eV, in A = -1.1000 eV
dephasing time hbar/sigma = 3.236 fs
sqrt(4 pi lam kT) = 0.50980 eV
prefactor = 1.8725e+10 s^-1
dG =  0.00 eV: barrier = 0.20000 eV, exp factor = 4.3666e-04, k = 8.1765e+06 s^-1, seam k = 8.1765e+06 s^-1
dG = -0.30 eV: barrier = 0.07812 eV, exp factor = 4.8703e-02, k = 9.1196e+08 s^-1, seam k = 9.1196e+08 s^-1
dG = -0.80 eV: barrier = 0.00000 eV, exp factor = 1.0000e+00, k = 1.8725e+10 s^-1, seam k = 1.8725e+10 s^-1
dG = -1.30 eV: barrier = 0.07812 eV, exp factor = 4.8703e-02, k = 9.1196e+08 s^-1, seam k = 9.1196e+08 s^-1
dG = -1.60 eV: barrier = 0.20000 eV, exp factor = 4.3666e-04, k = 8.1765e+06 s^-1, seam k = 8.1765e+06 s^-1
reverse rate at dG = -0.3 eV: 8.3214e+03 s^-1
numerical maximum over dG: -0.80000 eV
numerical maximum over lam at dG = -0.8 eV: 0.77457 eV
d ln k / d dG at -0.3 eV: -12.088, at -1.3 eV: 12.088 eV^-1
apparent activation energy at -0.3 eV: 0.06520 eV, at -0.8 eV: -0.01293 eV
two-state dynamics, static gaps, 30 to 50 fs, dG = -0.3 eV: k = 9.0841e+08 s^-1
nuclear time 1/omega for hbar omega = 0.1 kT: 254.6 fs
mean gap speed = 6.3735e-04 eV/fs
passage probability: propagated 0.01487, weak-coupling formula 0.01498
acceptor 1.2 times stiffer: var/(2kT) in D = 1.1525 eV, in A = 0.6670 eV
quantum/classical rate for hbar omega_c = 0.05, 0.1, 1 kT:
  dG = -0.30 eV: 1.00200, 1.00797, 1.7306
  dG = -0.80 eV: 0.99941, 0.99764, 0.8458
  dG = -1.30 eV: 1.00437, 1.01741, 2.1638
```
